\section*{The Potential-Determining Step Need Not Be the Rate-Determining Step}

\section{Two catalysts with one free-energy diagram}

A model catalyst for a two-electron reduction is held at its limiting potential, where no step of the mechanism is uphill in free energy. It turns over once in 75 s per site. Making the potential more negative by a further 0.40 V merely doubles the rate. A second catalyst has the same free energies of all intermediates, hence the same limiting potential and the same thermodynamic overpotential of 0.30 V. It reaches one turnover per second at an overpotential of 0.093 V. The free-energy diagram cannot tell the two apart; they differ in the barrier of one chemical step.

The reaction is $\mathrm{A}+2(\mathrm{H^+}+e^-)\to\mathrm{AH_2}$ on equivalent, non-interacting sites $*$:
\begin{align}
&\text{step 1:} & *+\mathrm{A}+\mathrm{H^+}+e^- &\rightleftharpoons \mathrm{X},\nonumber\\
&\text{step 2:} & \mathrm{X} &\rightleftharpoons \mathrm{Y},\nonumber\\
&\text{step 3:} & \mathrm{Y}+\mathrm{H^+}+e^- &\rightleftharpoons *+\mathrm{AH_2}.\nonumber
\end{align}
Step 2 is chemical: it transfers no electron. Activities are one, transport is fast, and potentials $U$ refer to the reversible hydrogen electrode (RHE).

\section{What the hydrogen electrode determines}

On the RHE scale the pair $\mathrm{H^+}+e^-$ has the free energy of $\tfrac12\mathrm{H_2}$ minus $eU$. The pair is a reactant in steps 1 and 3, so lowering its free energy by $eU$ raises their reaction free energies by the same amount:
\begin{equation}
\Delta G_{1,3}(U)=\Delta G_{1,3}(0)+eU,\qquad \Delta G_2(U)=\Delta G_2(0).
\end{equation}
The example takes $\Delta G_i(0)=-0.40,\,-0.20,\,-0.80$ eV. The equilibrium potential makes the sum vanish:
\begin{equation}
U_{\rm eq}=-\frac{\sum_i\Delta G_i(0)}{2e}=\frac{1.40}{2}\ \mathrm{V}=0.70\ \mathrm{V}.
\end{equation}
Step 1 is non-endergonic for $U\le U_1=-\Delta G_1(0)/e=0.40$ V, and step 3 for $U\le U_3=0.80$ V. Provided $\Delta G_2\le0$, as assumed throughout, all steps are non-endergonic up to the limiting potential
\begin{equation}
U_L=\min(U_1,U_3)=0.40\ \mathrm{V}.
\end{equation}
Step 1 is therefore the potential-determining step, and the thermodynamic overpotential is $\eta_{\rm td}=U_{\rm eq}-U_L=0.30$ V. It cannot be negative, because $U_{\rm eq}=\tfrac12(U_1+U_3)-\Delta G_2/2e\ge\min(U_1,U_3)$. No barrier has entered.

\section{The counter-example}

Rates do need barriers. Each forward rate constant is $k_i=\nu e^{-B_i/k_BT}$ with $\nu=k_BT/h=6.21\times10^{12}\ \mathrm{s^{-1}}$ and $k_BT=0.0257$ eV at 298.15 K. The reverse barrier is $B_i-\Delta G_i$, as detailed balance requires. For the electron-transfer steps the Rehm--Weller form is used,
\begin{equation}
B_i=\frac{\Delta G_i}{2}+\sqrt{\frac{\Delta G_i^2}{4}+B_{i,0}^2},
\label{eq:rw}
\end{equation}
with intrinsic barriers $B_{1,0}=B_{3,0}=0.30$ eV. Since the root is at least $|\Delta G_i|/2$, $B_i\ge\max(0,\Delta G_i)$. The chemical barrier $B_2$ is taken as independent of potential; it is 0.85 eV for the first catalyst and 0.55 eV for the second.

At $U_L$ the first catalyst has barriers of 0.30, 0.85 and 0.16 eV. Steps 1 and 3 are faster than step 2 by many orders of magnitude, so step 1 stays in equilibrium while X slowly converts. Because $\Delta G_1(U)=e(U-U_L)$,
\begin{equation}
\frac{\theta_X}{\theta_*}=e^{-e(U-U_L)/k_BT}.
\end{equation}
Y is removed quickly, so $\theta_*+\theta_X\simeq1$ and $\theta_X=1/[1+e^{e(U-U_L)/k_BT}]$. Well below $U_{\rm eq}$ the return from Y to X is negligible, and the turnover rate per site is
\begin{equation}
r\simeq k_2\theta_X=\frac{k_2}{1+e^{e(U-U_L)/k_BT}}.
\label{eq:wave}
\end{equation}
For four chemical barriers from 0.55 to 0.85 eV this agrees with the full steady-state solution within 0.1\% of the formula's value at the potentials tested between 0.20 and 0.58 V. It fails near $U_{\rm eq}$, where the true net rate vanishes.

For $B_2=0.85$ eV, $k_2=0.0266\ \mathrm{s^{-1}}$. At $U_L$ half the sites hold X, so $r=0.0133\ \mathrm{s^{-1}}$, one turnover in 75 s. A more negative potential can only fill the other half, which explains the factor of two. The limiting potential does show up as a bend in the rate curve, but the bend marks a change of coverage. The slow step is the chemical one on both sides of it.

Let the target be $r^*=1\ \mathrm{s^{-1}}$. With $10^{15}$ sites per $\mathrm{cm^2}$ and two electrons per turnover this is $0.32\ \mathrm{mA\,cm^{-2}}$. Setting $r=r^*$ in (\ref{eq:wave}) gives $e^{e(U-U_L)/k_BT}=k_2/r^*-1$. Taking the logarithm and using $\eta=U_{\rm eq}-U=\eta_{\rm td}-(U-U_L)$,
\begin{equation}
\eta=\eta_{\rm td}-\frac{k_BT}{e}\ln\!\left(\frac{k_2}{r^*}-1\right),\qquad k_2>r^*.
\label{eq:eta}
\end{equation}
The full steady-state solution gives

\begin{center}
\begin{tabular}{ccc}
$B_2$ (eV) & $k_2$ ($\mathrm{s^{-1}}$) & $\eta$ needed (V)\\
0.55 & 3140 & 0.093\\
0.65 & 64.0 & 0.194\\
0.75 & 1.31 & 0.331\\
0.85 & 0.0266 & not reachable
\end{tabular}
\end{center}

All four rows have $\eta_{\rm td}=0.30$ V. The working overpotential lies below it, above it, or does not exist. The first row is no paradox. At $U=0.607$ V step 1 is uphill by 0.207 eV, so the fraction of sites holding X is about $1/3140$, and this small fraction converts at $3140\ \mathrm{s^{-1}}$. At fixed $B_2$, an uphill step 1 lowers the coverage of X and with it the rate; it does not forbid the reaction.

\section{Which step determines the rate}

The assignment can be made without assuming a pre-equilibrium. Number the states $*,\mathrm X,\mathrm Y$ as $j=0,1,2$, with free energies $G_0=0$, $G_1=\Delta G_1$, $G_2=\Delta G_1+\Delta G_2$. After a full cycle the free energy is $G_3=2e(U-U_{\rm eq})$, negative for net reduction. Let $T_i=G_{i-1}+B_i$ be the free energy of transition state $i$. The reverse barrier is then $T_i-G_i$, and in the steady state every step carries the same net rate,
\begin{equation}
r=\nu e^{-(T_i-G_{i-1})/k_BT}\theta_{i-1}-\nu e^{-(T_i-G_i)/k_BT}\theta_i
=c_i(\lambda_{i-1}-\lambda_i),
\end{equation}
where $c_i=\nu e^{-T_i/k_BT}$ and $\lambda_j=\theta_je^{G_j/k_BT}$. State 3 is again the empty site, $\theta_3=\theta_0$, so $\lambda_3=q\lambda_0$ with $q=e^{G_3/k_BT}<1$.

Adding $r/c_i=\lambda_{i-1}-\lambda_i$ over the cycle gives $rS=(1-q)\lambda_0$ with $S=\sum_i1/c_i$. Adding only the first $j$ of these equations gives
\begin{align}
\lambda_j&=\lambda_0-r\sum_{i\le j}\frac1{c_i}
=\frac{r}{1-q}\Big[S-(1-q)\sum_{i\le j}\frac1{c_i}\Big]\nonumber\\
&=\frac{r}{1-q}\Big[\sum_{i>j}\frac1{c_i}+q\sum_{i\le j}\frac1{c_i}\Big].
\end{align}
Site conservation reads $1=\sum_{j=0}^{2}\theta_j=\sum_j e^{-G_j/k_BT}\lambda_j$. Inserting $\lambda_j$, dividing by $r$ and collecting the terms with the same $c_i$,
\begin{equation}
\frac1r=\sum_{i=1}^3\tau_i,\qquad
\tau_i=\frac{1}{c_i(1-q)}\Big[\sum_{j<i}e^{-G_j/k_BT}+q\sum_{j\ge i}e^{-G_j/k_BT}\Big].
\label{eq:tau}
\end{equation}
The time per turnover is a sum of waiting times, one for each transition state.

The degree of rate control $X_i$ is the relative gain in rate when transition state $i$ alone is lowered, in units of $k_BT$. Since $T_i$ enters (\ref{eq:tau}) only through $1/c_i\propto e^{T_i/k_BT}$, $\partial\tau_i/\partial T_i=\tau_i/k_BT$, and
\begin{equation}
X_i=-k_BT\,\frac{\partial\ln r}{\partial T_i}
=k_BT\,\frac{\partial}{\partial T_i}\ln\sum_l\tau_l
=\frac{\tau_i}{\sum_l\tau_l}=r\tau_i,\qquad\sum_iX_i=1.
\end{equation}
A step is rate-determining when its $X_i$ is close to one. For the first catalyst at $U_L$ the waiting times are $1.9\times10^{-8}$, 75 and $8.3\times10^{-11}$ s. The potential-determining step has $X_1=2.5\times10^{-10}$; the chemical step has $X_2=1.00$.

The two labels may also coincide. Keep the free energies, but set $B_{1,0}=0.70$ eV and $B_2=0.40$ eV. At $U_L$ this gives $r=9.1\ \mathrm{s^{-1}}$ and $X_1=1.00$. The free energies decide neither case.

In these examples, the slope of the rate curve distinguishes the two cases between $U_L$ and $U_{\rm eq}$, well away from both. There (\ref{eq:wave}) becomes $r\simeq k_2e^{-e(U-U_L)/k_BT}$, so a decade of rate costs $k_BT\ln10/e=59$ mV. If instead the first electron transfer is rate-determining and nearly all sites are empty, $r\simeq k_1$, and the cost is $k_BT\ln10/(\alpha e)$ with, from (\ref{eq:rw}),
\begin{equation}
\alpha=\frac{\partial B_1}{\partial\Delta G_1}=\frac12+\frac{\Delta G_1}{4\sqrt{\Delta G_1^2/4+B_{1,0}^2}}.
\end{equation}
At 0.55 V, $\Delta G_1=0.15$ eV and $\alpha=0.553$, which gives 107 mV. The full solutions give 59.3 and 106.9 mV per decade. The contrast fades when $\Delta G_1\gg B_{1,0}$, because $\alpha$ then approaches one. At $U_L$ itself both slopes are 118 mV per decade, so there the slope cannot tell the two cases apart.

\section{The correct general statement}

Under the stated assumptions, for any barriers with $B_i\ge\max(0,\Delta G_i)$:
\begin{enumerate}
\item $U_L$ is the highest potential at which no step is endergonic.
\item For $U>U_L$, $r\le\nu e^{-e(U-U_L)/k_BT}$.
\item At every potential, $r\le k_2=\nu e^{-B_2/k_BT}$.
\end{enumerate}

The first part was shown above. For the second, let $p$ be the potential-determining step, which may be step 1 or step 3. Its free energy vanishes at $U_L$, so $\Delta G_p(U)=e(U-U_L)$. The net rate is a forward minus a reverse rate, the coverage of the initial state is at most one, and the barrier is at least $\Delta G_p$:
\begin{equation}
r=k_p\theta_{p-1}-k_{-p}\theta_p\le k_p=\nu e^{-B_p/k_BT}\le\nu e^{-e(U-U_L)/k_BT}.
\end{equation}
The third part follows from the first inequality applied to step 2. It makes a target $r^*>k_2$ unreachable at any overpotential. If the interfacial field changes $B_2$, this ceiling moves with potential and the plateau acquires a slope.

Solving the second part for the potential gives a necessary condition for reaching $r^*\le\nu$:
\begin{equation}
\eta\ge\eta_{\rm td}-\frac{k_BT}{e}\ln\frac{\nu}{r^*}.
\label{eq:floor}
\end{equation}
For $U\le U_L$ it holds trivially, since then $\eta\ge\eta_{\rm td}$. This floor uses only the free energy of the potential-determining step, not its intrinsic barrier, and it is weak. For $r^*=1\ \mathrm{s^{-1}}$ the last term is 0.757 V, so the family above has a floor of $0.300-0.757=-0.457$ V, which is no restriction on a reduction.

The floor becomes positive when $\eta_{\rm td}$ is large. With $\Delta G_i(0)=0.30,\,-0.20,\,-1.50$ eV and $B_2=0.55$ eV, $\eta_{\rm td}=1.00$ V and the floor is 0.243 V, while the overpotential needed is 0.793 V. The gap of 0.55 V is the chemical barrier. Indeed, when step 1 is potential-determining and stays in equilibrium, Y is removed quickly, $k_2\gg r^*$, and the potential needed lies well below $U_{\rm eq}$, (\ref{eq:eta}) with $\ln k_2=\ln\nu-B_2/k_BT$ becomes
\begin{equation}
\eta\simeq\eta_{\rm td}-\frac{k_BT}{e}\ln\frac{\nu}{r^*}+\frac{B_2}{e},
\end{equation}
the floor plus $B_2/e$. In this regime the free energies of the intermediates enter through $\eta_{\rm td}$ and the chemical barrier through $B_2/e$.

For the energies of the first example the rate ceiling in part 2 is not far from attainable: with all three barrier parameters at 0.01 eV, the rate at 0.60 V is 0.40 of the ceiling. This is not general. If step 3 and the following step 1 are both uphill, their free energies add. With $\Delta G_i(0)=-0.10,\,-1.00,\,-0.10$ eV ($U_L=0.10$ V, $U_{\rm eq}=0.60$ V) and all three barrier parameters at zero, the rate at 0.40 V is only $4\times10^{-6}$ of the ceiling. Both ceilings, the waiting-time formula and the rate-control formula were also tested against direct steady-state solutions for 40 random energy landscapes, 20 of them at $U>U_L$; the numerical output follows the text.

\section{When a lower thermodynamic overpotential slows the catalyst}

Take the catalyst with $B_2=0.75$ eV and stabilize X by 0.10 eV, leaving the chemical transition state and Y where they are. Step 1 becomes more favourable, $U_L$ rises to 0.50 V, and $\eta_{\rm td}$ falls from 0.30 to 0.20 V. But X now lies deeper below its transition state, and $B_2$ rises to 0.85 eV. At 0.30 V the rate drops from 1.28 to $0.0266\ \mathrm{s^{-1}}$, a factor of 48.

The sign of the effect follows from (\ref{eq:wave}). Writing $B_2=T_2-G_1$ and $\theta_X=e^{-G_1/k_BT}/(1+e^{-G_1/k_BT})$,
\begin{equation}
r\simeq\nu e^{-(T_2-G_1)/k_BT}\,\frac{e^{-G_1/k_BT}}{1+e^{-G_1/k_BT}}
=\frac{\nu e^{-T_2/k_BT}}{1+e^{-G_1/k_BT}}.
\end{equation}
At fixed $T_2$, lowering $G_1$ increases the denominator. With $\theta_X$ the coverage before the change, the rate falls by the factor $1+(e^{0.10/0.0257}-1)\,\theta_X\approx1+48\,\theta_X$. This is negligible only for $\theta_X\ll1/48$; at $\theta_X=0.02$ the rate is already halved, and when nearly all sites hold X the factor approaches 49. In this pre-equilibrium regime, stabilizing X speeds up the reaction only if the chemical transition state is stabilized as well. This condition is necessary but not sufficient, and a fixed $T_2$ is the extreme case. If $T_2$ is lowered by half of the 0.10 eV, the rate falls to 0.15 of its value at 0.30 V, where X covers the surface, and rises sixfold at 0.55 V, where the sites are empty. The free-energy diagram of the intermediates does not show whether it is.

\section*{Table of computed values}
\begin{verbatim}
Temperature: 298.15 K; kT = 0.02569 eV; nu = 6.2124e+12 1/s
Step energies at U=0: -0.40, -0.20, -0.80 eV
Intrinsic barriers, steps 1 and 3: 0.30, 0.30 eV
Equilibrium potential: 0.700 V vs RHE
Limiting potential: 0.400 V vs RHE
Thermodynamic overpotential: 0.300 V
Step energies at U_L: 0.00, -0.20, -0.40 eV
Barriers at U_L, Bc=0.85: 0.300, 0.850, 0.161 eV
Target rate: 1.0 1/s per site
Site density: 1.0e+15 1/cm^2
Target current density: 0.320 mA/cm^2
kT ln(nu/target): 0.757 eV
Thermodynamic floor on overpotential: -0.457 V
Bc=0.55 eV: k_c=3.136e+03 1/s, needed overpotential 0.093 V
Bc=0.65 eV: k_c=6.397e+01 1/s, needed overpotential 0.194 V
Bc=0.75 eV: k_c=1.305e+00 1/s, needed overpotential 0.331 V
Bc=0.85 eV: k_c=2.662e-02 1/s, needed overpotential not reachable
U=0.60 V: rate 1.303e+00 (Bc=0.55 eV), 1.107e-05 (Bc=0.85 eV) 1/s
U=0.50 V: rate 6.269e+01 (Bc=0.55 eV), 5.323e-04 (Bc=0.85 eV) 1/s
U=0.40 V: rate 1.568e+03 (Bc=0.55 eV), 1.331e-02 (Bc=0.85 eV) 1/s
U=0.30 V: rate 3.073e+03 (Bc=0.55 eV), 2.609e-02 (Bc=0.85 eV) 1/s
U=0.20 V: rate 3.134e+03 (Bc=0.55 eV), 2.661e-02 (Bc=0.85 eV) 1/s
U=0.00 V: rate 3.136e+03 (Bc=0.55 eV), 2.662e-02 (Bc=0.85 eV) 1/s
Coverages at 0.50 V, Bc=0.85 eV: *=0.9800, X=0.0200, Y=8.3e-06
Coverages at 0.40 V, Bc=0.85 eV: *=0.5000, X=0.5000, Y=8.7e-08
Coverages at 0.30 V, Bc=0.85 eV: *=0.0200, X=0.9800, Y=7.2e-11
Waiting times at U_L, Bc=0.85 eV: 1.896e-08, 7.512e+01, 8.338e-11 s
Rate control at U_L, Bc=0.85 eV: 2.52e-10, 1.00e+00, 1.11e-12
Slow-transfer case: B1=0.70, Bc=0.40 eV
Slow-transfer rate at U_L: 9.137e+00 1/s
Slow-transfer rate control at U_L: 1.00e+00, 1.70e-05, 7.62e-10
Tafel slope at 0.55 V, Bc=0.55 eV: 59.3 mV/decade
Tafel slope at 0.55 V, slow transfer: 106.9 mV/decade
Slow-transfer barrier slope alpha at 0.55 V: 0.553
X stabilized by 0.10 eV: Bc 0.75 -> 0.85 eV
  thermodynamic overpotential 0.300 -> 0.200 V
  rate at 0.30 V: 1.279e+00 -> 2.661e-02 1/s
  slowdown factor: 48.1
Steep case energies: 0.30, -0.20, -1.50 eV; Bc=0.55 eV
  thermodynamic overpotential 1.000 V, floor 0.243 V
  needed overpotential 0.793 V
Nearly barrierless case (all 0.01 eV) at 0.60 V: ceiling 2.586e+09 1/s
  fraction of ceiling reached: 0.400
Random landscapes tested: 40, of these above U_L: 20
\end{verbatim}
